# Thermal runaway of a radiating wafer under fixed illumination

A thin wafer in an evacuated chamber is heated by a lamp whose irradiance \(I\) (power per wafer area) is fixed in strength, spectrum and direction. The wafer has a uniform temperature \(T\), a heat capacity per area \(C(T)>0\) and an absorptance \(A(T)\) for the lamp light. Both faces emit with the total hemispherical emissivity \(\varepsilon(T)\). The surroundings are black, so emitted light does not return, and so cold that their own radiation can be neglected. Logarithmic slopes are written

\[
a=\frac{d\ln A}{d\ln T},\qquad e=\frac{d\ln\varepsilon}{d\ln T}.
\]

The slope \(e\) is the full derivative: it includes the change of \(\varepsilon\) that comes from the shift of the thermal spectrum with \(T\).

**(a) Write the energy balance, and find when a steady state at \(T_0\) is unstable and how fast a small deviation grows.**

The lamp delivers \(AI\), and the two faces lose \(L=2\varepsilon\sigma T^4\), with \(\sigma\) the Stefan–Boltzmann constant. Hence

\[
C(T)\frac{dT}{dt}=F(T),\qquad F(T)=A(T)I-2\varepsilon(T)\sigma T^4 .
\]

At a steady state \(F(T_0)=0\), so the absorbed and emitted powers have a common value \(P=AI=2\varepsilon\sigma T_0^4\). Put \(T=T_0+\delta\) and expand \(F/C\) to first order:

\[
\frac{d\delta}{dt}=\left(\frac{F'}{C}-\frac{F\,C'}{C^2}\right)_{T_0}\delta=\frac{F'(T_0)}{C(T_0)}\,\delta .
\]

The slope of the heat capacity drops out because it multiplies \(F(T_0)=0\). The two parts of \(F'\) follow from the logarithmic slopes. Since \(I\) is fixed,

\[
\frac{d(AI)}{dT}=\frac{AI}{T}\,a=\frac{P}{T}\,a .
\]

Since \(\ln L=\ln\varepsilon+4\ln T+\text{const}\),

\[
\frac{dL}{dT}=\frac{L}{T}(4+e)=\frac{P}{T}(4+e).
\]

Subtraction gives

\[
\frac{d\delta}{dt}=\gamma\,\delta,\qquad \gamma=\frac{P}{C\,T_0}\,(a-4-e).
\]

The prefactor is positive, so the steady state is unstable when

\[
a>4+e ,
\]

and linearly stable when \(a<4+e\). If \(4+e>0\), a slightly hotter wafer radiates more, but in the unstable case it gains still more from the lamp.

The conclusion holds for the full nonlinear balance near \(T_0\). If \(F'(T_0)>0\), then \(F\) is positive just above \(T_0\) and negative just below it, so the wafer moves away on either side. If \(a=4+e\), the linear term vanishes and higher derivatives of \(F\) decide.

**(b) How can the instability be read from the irradiance needed to hold each temperature?**

The steady irradiance is \(I_s(T)=2\varepsilon\sigma T^4/A\). Taking the logarithmic derivative,

\[
\frac{d\ln I_s}{d\ln T}=4+e-a .
\]

Unstable states therefore lie where the curve \(I_s(T)\) falls: a hotter steady state needs less light. The ends of a falling section are folds, where \(a=4+e\). If the curve rises, falls and rises again, an irradiance between the minimum and the maximum of the falling section has three steady states, with the middle one unstable. When the lamp is raised slowly, the wafer follows the cold branch to the maximum and then jumps to the hot branch. When the lamp is lowered, it stays hot down to the minimum. The two jumps occur at different irradiances, which is hysteresis.

**(c) Separate the material's part of \(4+e\) from that of the Planck spectrum. Can isotropic light with the blackbody spectrum of the wafer's temperature cause the instability?**

Let \(\varepsilon_\lambda(T)\) be the hemispherical emissivity at wavelength \(\lambda\), and \(B_\lambda(T)\) the Planck radiance. Then

\[
L=2\pi\int_0^\infty \varepsilon_\lambda(T)\,B_\lambda(T)\,d\lambda .
\]

With \(x=hc/(\lambda kT)\), \(\ln B_\lambda=-\ln(e^x-1)\) plus terms independent of \(T\). At fixed wavelength \(\partial x/\partial\ln T=-x\), so

\[
\frac{\partial\ln B_\lambda}{\partial\ln T}=\frac{x\,e^x}{e^x-1}=\frac{x}{1-e^{-x}} .
\]

Differentiate \(L\) under the integral and divide by \(L\). With angle brackets for the average weighted by emitted power \(\varepsilon_\lambda B_\lambda\),

\[
4+e=m+w,\qquad m=\left\langle\frac{\partial\ln\varepsilon_\lambda}{\partial\ln T}\right\rangle,\qquad
w=\left\langle\frac{x}{1-e^{-x}}\right\rangle .
\]

Instability thus requires \(a>m+w\). Because \(1-e^{-x}<x\) for \(x>0\), every term in the second average exceeds 1, and so \(w>1\). For a grey wafer, whose \(\varepsilon_\lambda\) does not depend on wavelength, the emitted power at fixed \(\varepsilon_\lambda\) varies as \(T^4\), and \(w=4\).

Now let the lamp light be isotropic and unpolarized, with the fixed relative spectrum \(B_\lambda(T_0)\). By Kirchhoff's law the hemispherical absorptance at each wavelength equals \(\varepsilon_\lambda\), so

\[
A(T)=\frac{\int\varepsilon_\lambda(T)B_\lambda(T_0)\,d\lambda}{\int B_\lambda(T_0)\,d\lambda}.
\]

Its logarithmic slope at \(T_0\) is \(m\). Therefore \(a-4-e=m-(m+w)=-w<-1\), and the state is stable however steeply the wafer darkens on heating. Runaway needs light that differs from isotropic, unpolarized blackbody radiation at \(T_0\) in spectrum, direction or polarization, so that \(a\) can exceed \(m\) by more than \(w\).

**(d) Does conduction along the wafer alter the criterion?**

Let the thickness be \(d\) and the thermal conductivity \(\kappa(T)\). For a temperature uniform through the thickness but varying along the wafer,

\[
C\frac{\partial T}{\partial t}=\nabla\cdot(\kappa d\,\nabla T)+F(T).
\]

Insert \(T=T_0+\delta\). As \(\nabla T_0=0\), the variation of \(\kappa\) enters only at second order. A mode \(\delta=u(\mathbf r)e^{\Gamma t}\) with \(\nabla^2u=-q^2u\) has

\[
\Gamma=\gamma-Dq^2,\qquad D=\frac{\kappa d}{C}.
\]

At an insulated rim the normal derivative of \(u\) vanishes. Multiplying \(-\nabla^2u=q^2u\) by \(u\) and integrating by parts gives \(\int|\nabla u|^2=q^2\int u^2\), hence \(q^2\ge0\), with zero for uniform \(u\). The uniform mode grows fastest, so the criterion of part (a) also decides stability against lateral disturbances.

On a disc of radius \(R\), the first nonuniform mode is \(J_1(qr)\cos\theta\), one side hotter and the other colder. The rim condition \(J_1'(qR)=0\) gives \(qR\approx1.84\).

**(e) Take a slab that absorbs through free carriers. Find its absorptance and \(a\).**

Consider normal incidence, surface reflectance \(R_s\), absorption coefficient \(\alpha\) and single-pass transmission \(\tau=e^{-\alpha d}\). Interference is neglected, which requires a rough face or a lamp bandwidth well above the fringe spacing \(\lambda^2/(2n_rd)\), with \(n_r\) the refractive index; for the wafer of part (f) this spacing is 0.43 nm. Under a narrower source, such as a laser on a double-polished wafer, the fringes drift with temperature and can dominate \(a\). A fraction \(1-R_s\) enters. Each pass absorbs the fraction \(1-\tau\) of what starts it, and the next pass starts with \(R_s\tau\) times as much. Summing the geometric series,

\[
A=(1-R_s)(1-\tau)\sum_{n=0}^{\infty}(R_s\tau)^n=\frac{(1-R_s)(1-\tau)}{1-R_s\tau}.
\]

For the slope, first differentiate with respect to \(\tau\):

\[
\frac{dA}{d\tau}=(1-R_s)\frac{-(1-R_s\tau)+R_s(1-\tau)}{(1-R_s\tau)^2}=-\frac{(1-R_s)^2}{(1-R_s\tau)^2}.
\]

Since \(d\tau/d\ln\alpha=-\alpha d\,\tau\),

\[
f\equiv\frac{d\ln A}{d\ln\alpha}=\frac{(1-R_s)\,\alpha d\,\tau}{(1-\tau)(1-R_s\tau)} .
\]

A nearly transparent slab has \(f\to1\). In an opaque slab \(f\to0\), because \(A\) has saturated at \(1-R_s\).

Let \(\alpha=s(\lambda/\lambda_L)^2N\), where \(\lambda_L\) is the lamp wavelength, \(s\) a constant cross-section and \(N\) half the sum of the electron density \(n\) and hole density \(p\). Neutrality with net donor density \(N_D\) gives \(n-p=N_D\), and equilibrium gives \(np=n_i^2\). From \((n+p)^2=(n-p)^2+4np\),

\[
N=\sqrt{N_D^2/4+n_i^2}.
\]

For the intrinsic density take a gap \(E_0-\beta T\) and a band-edge density \(N_b\) at 300 K:

\[
n_i=N_b\left(\frac{T}{300\ \mathrm K}\right)^{3/2}\exp\left(-\frac{E_0-\beta T}{2kT}\right).
\]

The \(\beta\) term contributes the constant factor \(e^{\beta/2k}\), so \(d\ln n_i/d\ln T=3/2+E_0/(2kT)\). Differentiating \(N^2\) then gives

\[
g\equiv\frac{d\ln N}{d\ln T}=\frac{n_i^2}{N^2}\left(\frac32+\frac{E_0}{2kT}\right),\qquad a=f g .
\]

The same \(\alpha(\lambda,T)\), with refraction and polarization included at each angle, fixes \(\varepsilon_\lambda\). Lamp absorption and thermal emission are thus consistent with Kirchhoff's law.

**(f) Evaluate the criterion at 800 K for a model wafer.**

The growth rates and fold temperatures below belong to a model and are not predictions for a particular wafer. Its round parameters lie roughly in the regime of lightly doped silicon: \(d=775\) µm, \(R=15\) cm, refractive index 3.4, \(N_D=10^{15}\) cm⁻³, \(N_b=2\times10^{19}\) cm⁻³, \(E_0=1.2\) eV, \(\beta=3\times10^{-4}\) eV/K and \(s=2\times10^{-17}\) cm². The lamp emits at 1.5 µm, with photon energy below the gap at 800 K.

The carrier density is \(N=8.24\times10^{16}\) cm⁻³, so \(\alpha=sN=1.649\) cm⁻¹. Then \(\alpha d=0.1278\) and \(\tau=0.880\). With \(R_s=0.2975\),

\[
A=\frac{0.7025\times0.1200}{1-0.2975\times0.880}=0.114 .
\]

Dopants are negligible here, so \(g=1.5+8.70=10.20\). The formula for \(f\) gives 0.892, and \(a=0.892\times10.20=9.10\).

Planck and angular averaging give \(\varepsilon=0.528\) and \(e=2.16\). The threshold is \(4+e=6.16\), which \(a\) exceeds by 2.94: the state is unstable.

The spectral form shows why. Here \(m=2.69\) and \(w=3.47\). The carrier slope \(g\) is common to all wavelengths, but the lamp absorptance passes on the fraction 0.89 of it, and the thermal emission only \(m/g=0.26\). The reason is the factor \(\lambda^2\) in \(\alpha\): at 5 µm, for example, \(\alpha d\) is 11 times its lamp value, or 1.4, and the emissivity is already partly saturated.

The power absorbed and emitted is

\[
P=2\times0.5284\times\sigma(800\ \mathrm K)^4=2.455\ \mathrm{W/cm^2},
\]

which requires \(I=P/A=21.5\) W/cm², or 15.2 kW over the wafer. With a volumetric heat capacity of 2.1 J/(cm³ K), \(C=0.1628\) J/(cm² K), and

\[
\gamma=\frac{2.455\times2.943}{0.1628\times800}\ \mathrm{s^{-1}}=0.0555\ \mathrm{s^{-1}} .
\]

A small deviation grows by a factor \(e^1\) in 18 s. Integrating the nonlinear balance from 0.1 K above and below the steady state gives 0.0555 s⁻¹ as well.

For \(\kappa=0.4\) W/(cm K), \(D=0.1905\) cm²/s. The first nonuniform disc mode has \(q=0.1227\) cm⁻¹ and still grows at 0.0526 s⁻¹. Lateral conduction stops growth only for \(q>\sqrt{\gamma/D}=0.54\) cm⁻¹, that is, for disturbances of wavelength below about 12 cm.

**(g) Where does the unstable range end, and where does the wafer go?**

The steady-irradiance curve has a maximum of 47.6 W/cm² at 550 K and a minimum of 15.0 W/cm² at 979 K (706 °C). States between these temperatures are unstable. The nonlinear evolution agrees in sign on both sides of each fold: the rates are −0.00042 and +0.00060 s⁻¹ at 15 K below and above the lower one, and +0.0137 and −0.0152 s⁻¹ at 15 K below and above the upper one.

The model explains why both ends exist. Towards low temperature the slab becomes more transparent to thermal wavelengths, which brings their response to \(\alpha\) closer to that of the lamp and reduces \(a-m\). Below about 600 K the dopants also make \(g\) fall on further cooling. At the lower fold, however, the formula of part (e) still gives \(g=10.8\), slightly more than at 800 K, so the drop of \(a-m\) between 800 K and the fold comes from the transparency. Towards high temperature the lamp absorptance itself saturates, and \(a\) falls towards zero.

At the fixed irradiance of 21.5 W/cm² the other two steady states lie at 372 K and 1176 K. Started 1 K above 800 K, the wafer reaches 1000 K after 80 s and is at 1176 K after 200 s. Pure exponential growth would need \(18.0\ln200=95\) s to gain 200 K, so the nonlinear rise is faster. Started 1 K below, the wafer has cooled to 593 K after 200 s and is still on its way to the cold state.

**(h) What changes with other heat losses, with lamp control and in a real furnace?**

For a general net loss \(L(T)\), the derivation of part (a) gives instability when \(a>d\ln L/d\ln T\). Gas cooling adds \(L_g=2h(T-T_g)\), and the growth rate gains

\[
\Delta\gamma=\frac{L_g}{CT}\left(a-\frac{T}{T-T_g}\right),
\]

if the lamp is reset to keep \(T\) steady. For \(h=10\) W/(m² K) and \(T_g=300\) K, \(L_g=1.0\) W/cm² and the bracket is \(9.10-1.60=7.50\). The rate then doubles, from 0.055 to 0.113 s⁻¹. This added loss destabilizes the wafer: it rises slowly with temperature, while the extra lamp light needed to balance it is absorbed with the steep slope \(a\).

Other neglected effects were sized at 800 K, again with the lamp reset. The growth rate, in s⁻¹, becomes

- 0.057 with lattice absorption of 2 cm⁻¹ beyond about 6 µm;
- 0.055 with band-to-band absorption;
- 0.067 if the carrier cross-section is proportional to \(T\);
- 0.051 with surroundings at 300 K;
- 0.031 if walls that preserve the angle of the light return half of the thermal and lamp light (0.030 for diffuse walls);
- 0.0245 if \(\alpha\) varies as \(\lambda^{1.5}\) instead of \(\lambda^2\) at the same lamp value, with the unstable range narrowed to 652–963 K, and 0.079 for \(\lambda^{2.5}\). The rate and the lower fold are thus sensitive to this exponent.

The first four together give 0.064 s⁻¹ and an unstable range from 508 to 976 K. At the original 21.5 W/cm² the three states then lie at 336, 795 and 1182 K. The cold state moves most, down by 36 K. Lattice absorption lowers it by adding emission at long wavelengths, but radiation from the surroundings, which is not negligible there, offsets most of this. The larger part of the net shift comes from the cross-section proportional to \(T\): at the cold state it is less than half its value at 800 K, so the wafer absorbs less lamp light, while the lattice emission is not reduced and the partly saturated carrier emission at long wavelengths is reduced less. The temperature difference through the thickness is at most about \(Pd/\kappa=0.48\) K, because no more than \(P\) has to be conducted across any plane. Even at 1176 K the carrier density is 0.015 of the band-edge density, so nondegenerate statistics suffice.

Suppose next that a controller makes \(I\) depend on temperature without delay. The gain term acquires the slope \(a+d\ln I/d\ln T\), and stability of the uniform mode requires

\[
\frac{d\ln I}{d\ln T}<4+e-a=-2.94 .
\]

A rise of 1 K at 800 K must cut the lamp by more than 0.37 %. If the controller responds to the mean temperature alone and scales the whole lamp field, it does not act on the \(\cos\theta\) mode, whose mean is zero. In this model that mode still grows at 0.0526 s⁻¹, so this controller cannot suppress it. Separately controlled lamp zones could, if they can heat opposite sides of the wafer differently; concentric rings cannot. Other nonuniform modes with \(q<0.54\) cm⁻¹ grow too, so suppressing the \(\cos\theta\) mode alone does not make the wafer stable.

In a rapid thermal processor, feedback control of the lamp breaks the assumption of fixed illumination and can remove the uniform instability. Tungsten lamps also emit much light above the silicon gap, so the lamp confined to 1.5 µm does not represent them. If a share \(\phi\) of the absorbed power comes from the 1.5 µm light and the rest has a temperature-independent absorptance, the total slope is \(9.10\,\phi\). Instability at 800 K then needs \(\phi>6.16/9.10=0.68\). Heavy doping also lowers \(a\), by reducing \(n_i^2/N^2\). Spike anneals peak at roughly 1300 K, above the upper fold of this model, where its steady states are stable. The criterion applies to a steady hold. During a fast ramp \(F\ne0\), the absorbed power exceeds the emitted power, and the growth of a deviation must be found from the full derivative of \(F/C\) along the ramp.

The numerical output lists the model inputs and the main results.

## Table of computed values

```
input: temperature 800 K, lamp 1.5 um
input: thickness 775 um, radius 15 cm
input: index 3.4, doping 1.0e+15 cm-3
input: cross-section at lamp 2.0e-17 cm2
input: band-edge density at 300 K 2.0e+19 cm-3
input: gap 1.2 eV - 3.0e-04 eV/K * T
input: heat capacity at 800 K 2.1 J/cm3/K
input: heat capacity relative slope 1.5e-04 1/K
input: conductivity at 800 K 0.4 W/cm/K
carrier density 8.244e+16 cm-3
absorption coefficient at lamp 1.649 1/cm
normal surface reflectance 0.2975
lamp absorptance A 0.1142
total hemispherical emissivity 0.5284
absorptance slope a 9.103
emissivity slope e 2.160
threshold 4+e 6.160, excess a-4-e 2.943
spectral material slope m 2.686, Planck part w 3.473
absorbed power P 2.455 W/cm2
steady irradiance 21.50 W/cm2
lamp power on wafer 15.20 kW
heat capacity per area 0.1628 J/cm2/K
growth rate 0.05548 1/s, e-folding time 18.02 s
rate at 500.0 K: evolved -0.000895, formula -0.000895 1/s
rate at 534.8 K: evolved -0.000424, formula -0.000424 1/s
rate at 564.8 K: evolved 0.000595, formula 0.000595 1/s
rate at 800.0 K: evolved 0.055481, formula 0.055481 1/s
rate at 963.8 K: evolved 0.013689, formula 0.013689 1/s
rate at 993.8 K: evolved -0.015231, formula -0.015231 1/s
rate at 1100.0 K: evolved -0.154205, formula -0.154205 1/s
lower fold 549.8 K at 47.59 W/cm2
upper fold 978.8 K at 14.99 W/cm2
same irradiance: cold state 372.4 K, hot state 1176.3 K
start +1 K: reaches 1000 K after 79.9 s
start +1 K: after 200 s 1176.3 K
start -1 K: after 200 s 592.5 K
thermal diffusivity 0.1905 cm2/s
first nonuniform disc mode: q 0.1227 1/cm
first nonuniform disc mode: growth 0.05261 1/s
thickness temperature difference below 0.48 K
hot state: carrier/band-edge density 0.0153
estimate inputs: lattice 2.0 1/cm beyond about 6 um
estimate inputs: band 7000 1/cm/eV2, phonon 0.06 eV
estimate inputs: gas 10 W/m2/K per face, room 300 K
estimate inputs: wall return fraction 0.5
growth with lattice absorption: 0.05702 1/s
growth with band-to-band absorption: 0.05538 1/s
growth with cross-section proportional to T: 0.06734 1/s
growth with surroundings at 300 K: 0.05128 1/s
growth with gas cooling: 0.11311 1/s
growth with reflecting walls: 0.03090 1/s
growth with first four together: 0.06432 1/s
first four together: folds 507.5, 975.7 K
first four together, original irradiance: states 336.1, 795.0, 1181.9 K
```
